# Oxygen permeation through silica with isotope exchange into the network

## The problem

A silica membrane of thickness $L$ separates oxygen gas at $x=0$ from a swept space at $x=L$. Oxygen dissolves as interstitial O$_2$ molecules, which diffuse with diffusivity $D$. The gas holds their concentration at $C_0$ on one side, and the sweep holds it at zero on the other. A steady flow of $^{16}$O$_2$ has been established. At $t=0$ the gas is switched to $^{18}$O$_2$ at the same pressure.

On its way a molecule can exchange atoms with the silica network. Each of its two atoms is exchanged at the rate $k$. An atom that has entered the network stays in place until another exchange releases it.

Take the round model parameters $L=100$ nm, $D=1.0\times10^{-9}$ cm$^2$/s, $k=250$ s$^{-1}$, $C_0=5.0\times10^{16}$ cm$^{-3}$ and a network oxygen density $N=4.5\times10^{22}$ cm$^{-3}$. After 180 s:

1. What is the flux of O$_2$ molecules, of any isotopic make-up, out of the membrane?
2. What part of the emerging oxygen is labelled, and in which molecules does it sit?
3. How much label is fixed in the network, and at what depth?
4. When do these answers cease to hold?

The rate $k$ is chosen large, so that exchange shows within 100 nm; it is not a measured value for dry silica, in which exchange is far slower (see the last section). The constants $D$ and $k$ are the same at all depths and for both isotopes. The molecules are dilute and move independently. Natural $^{18}$O, diffusion of network atoms by themselves, direct exchange between gas and surface, and growth of the oxide are left out. The gas is large and well mixed, so that atoms returned to it do not dilute the label.

## A tempting solution

Label is immobilised at the rate $k$, so oxygen disappears from the diffusing population at that rate. In the steady state, therefore,

$$D\,C''=kC,\qquad C(0)=C_0,\quad C(L)=0 .$$

With $\lambda=\sqrt{D/k}$ and $a=L/\lambda$ the solution is $C=C_0\sinh[(L-x)/\lambda]/\sinh a$. The flux at the far side is

$$-D\,C'(L)=\frac{DC_0}{\lambda\sinh a}=\frac{DC_0}{L}\,\frac{a}{\sinh a}.$$

Here $\lambda=\sqrt{10^{-9}/250}$ cm $=20$ nm and $a=5$, so $a/\sinh a=0.067$. The network would appear to lower the outflow of oxygen by about 93%, compared with a film without this loss.

## Where it fails

The mathematics is sound, but the first equation counts the wrong thing. An exchange event reads

$$\text{O}_2+\text{O(network)}\;\to\;\text{O}_2+\text{O(network)} .$$

There is one molecule before and one after. What may leave the molecule is its label; an atom from the network takes its place. The term $-kC$ describes a different process, in which the molecule itself is trapped.

A count of atoms exposes the error. The tempting equation would add oxygen to the network without taking any out. For the given data this comes to $8.9\times10^{15}$ atoms/cm$^2$ in 180 s, as found below for the label. The whole film has $NL=4.5\times10^{17}$ network oxygen atoms/cm$^2$, so its oxygen content would rise by 2%, although the exchange reaction provides no extra sites. The remedy is to write separate balances for molecules and for label.

## The molecules

Exchange does not appear in the balance of all O$_2$ molecules, $C_t=D\,C_{xx}$. The switch of isotope leaves the established steady state undisturbed. It has $C_{xx}=0$, and the two boundary values give

$$C(x)=C_0\left(1-\frac{x}{L}\right),\qquad J=-D\,C_x=\frac{DC_0}{L}.$$

This answers the first question:

$$J=\frac{10^{-9}\times5.0\times10^{16}}{10^{-5}}=5.0\times10^{12}\ \text{molecules/(cm}^2\,\text{s)},$$

whatever the value of $k$. The atom flux is $2J$.

## The label balance

Let $M=2C$ be the density of oxygen atoms in molecules, $m$ the density of labelled atoms among them, and $g$ the labelled fraction of network oxygen. Write $m_0=2C_0$ for the value of $m$ at the gas side.

There are $kM$ swaps per volume and time. The molecular atom is labelled with probability $m/M$. The network atom is taken to be labelled with the local average probability $g$, which neglects correlations such as a molecule meeting again an atom it has just left behind. A swap adds a label to the network if the first atom is labelled and the second is not, and removes one in the opposite case. The net transfer is

$$kM\left[\frac mM(1-g)-g\left(1-\frac mM\right)\right]=k(m-Mg),$$

because the two products $mg/M$ cancel. Independent molecules carry their labels down the gradient of $m$ with the same $D$, also where $C$ varies. Hence

$$m_t=D\,m_{xx}-k(m-Mg),\qquad N g_t=k(m-Mg),$$

with $m(0,t)=m_0$, $m(L,t)=0$ and no label in the film at $t=0$.

Two small quantities govern what follows:

$$\varepsilon=\frac{m_0}{N}=2.2\times10^{-6},\qquad \tau=k\varepsilon t .$$

The first says that dissolved oxygen is scarce compared with network oxygen. The second is the number of swaps a network site at the surface has undergone on average. After 180 s, $\tau=0.10$. Most sites have not yet been visited, and to leading order the return term $Mg$ may be dropped.

## Early solution

Without the return term, the steady equation for label is $m''=m/\lambda^2$. The solution that vanishes at $x=L$ is a multiple of $\sinh[(L-x)/\lambda]$, and the value at $x=0$ fixes the factor:

$$m_s(x)=m_0\,\frac{\sinh[(L-x)/\lambda]}{\sinh a}.$$

This is the tempting profile, now attached to the quantity it describes.

To see how fast it is reached, put $m=m_s-v$. Then $v_t=D\,v_{xx}-kv$, with $v=0$ at both faces and $v=m_s$ at $t=0$. A sine series with $q_j=j\pi/L$ solves this:

$$v=\sum_{j\ge1}b_j\sin(q_jx)\,e^{-(k+Dq_j^2)t},\qquad b_j=\frac2L I_j,\quad I_j=\int_0^L m_s\sin(q_jx)\,dx .$$

For the integral, use $m_s=\lambda^2m_s''$ and integrate by parts twice. The sine vanishes at both ends, and the one surviving boundary term comes from $m_s(0)=m_0$:

$$\frac{I_j}{\lambda^2}=q_jm_0-q_j^2I_j\quad\Rightarrow\quad b_j=\frac{2m_0}{L}\,\frac{q_j}{q_j^2+\lambda^{-2}}.$$

The slowest term decays in $1/(k+\pi^2D/L^2)=2.9$ ms.

The network collects $Ng=k\int_0^t m\,dt'$. Once the transient has died out, this is $k(m_st-w)$ with $w=\int_0^\infty v\,dt$. Integrating the equation for $v$ over time gives $Dw''-kw=-m_s$. Differentiating $Dm_s''=km_s$ with respect to $k$ gives the same equation for $-\partial m_s/\partial k$, which also vanishes at both faces. So $w=-\partial m_s/\partial k$. With $\xi=(L-x)/\lambda$, and since $\xi$ and $a$ are both proportional to $\sqrt k$,

$$\frac{w}{m_s}=\frac{a\coth a-\xi\coth\xi}{2k}\le\frac{a\coth a-1}{2k}.$$

This is the delay with which deposition starts at a given depth. Its upper limit is $4.0/500$ s $=8$ ms, negligible beside 180 s. Thus

$$g(x,t)\simeq\tau\,\frac{\sinh[(L-x)/\lambda]}{\sinh a}.$$

## Label fluxes

Differentiation of $m_s$ gives the label flux at the two faces. In units of the total atom flux $2J=Dm_0/L$,

$$\frac{-Dm_s'(0)}{2J}=a\coth a=5.00,\qquad T\equiv\frac{-Dm_s'(L)}{2J}=\frac{a}{\sinh a}=0.067 .$$

The factor found in the tempting solution is therefore the labelled fraction of the emerging atoms. The remaining 93% of them also emerge, as $^{16}$O from the network.

The difference between the two fluxes is fixed in the film:

$$a\,\frac{\cosh a-1}{\sinh a}=a\,\frac{2\sinh^2(a/2)}{2\sinh(a/2)\cosh(a/2)}=a\tanh\frac a2=4.93 .$$

That five times more label enters than the net flow of atoms may look like a violation of conservation. It is not. The total atom flux at $x=0$ is $2J$, so the flux of unlabelled atoms there is $2J(1-a\coth a)$, which is negative. Many molecules enter, exchange an atom within a short distance, and wander back to the gas carrying $^{16}$O.

## Which molecules carry the label

The atomic balance does not need to know whether a swap involves one atom or both. The isotopologues do. Suppose each event replaces one atom, chosen at random. Since each atom is exchanged at the rate $k$, events occur at the rate $2k$ per molecule, and any event destroys an $^{18}$O$_2$ molecule while $g$ is small. Its concentration $C_2$ obeys $D\,C_2''=2kC_2$, which is the label equation with $\lambda$ replaced by $\lambda/\sqrt2$. The fraction of emerging molecules that are still $^{18}$O$_2$ is therefore

$$T_2=\frac{\sqrt2\,a}{\sinh(\sqrt2\,a)}=0.012 .$$

Let $T_1$ be the fraction of mixed molecules. Counting labelled atoms gives $2T_2+T_1=2T$, and the fractions add to one:

$$T_1=2(T-T_2)=0.111,\qquad T_0=1-T_1-T_2=1-2T+T_2=0.877 .$$

A lattice random walk in which each molecule carries its number of labels tests these three fractions and agrees within $10^{-4}$. In the same test the total outflow is unchanged by exchange, whereas removing molecules at the rate $k$ reduces it to 0.067 of its former value.

The value of $T_2$ exceeds $T^2=0.0045$, which would hold if the two atoms kept or lost their labels independently. They share one crossing time $\theta$. For given $\theta$ each label survives with probability $e^{-k\theta}$ and both survive with $e^{-2k\theta}$. The average of a square is at least the square of the average, and quick crossings favour the survival of both labels. If instead every event replaced both atoms, at the rate $k$, one would have $T_2=T$ and $T_1=0$ as long as $g$ is negligible, with the same $T$. The proportion of mixed molecules thus distinguishes these two mechanisms, while the label flux does not.

## Amount and depth of the fixed label

The fixed amount is the immobilised flux times the exposure:

$$2Jt\;a\tanh\frac a2=2\times9.0\times10^{14}\times4.93=8.9\times10^{15}\ \text{atoms/cm}^2 .$$

The full equations, with the return term, give $8.7\times10^{15}$ atoms/cm$^2$. Only $2.0\times10^{11}$ atoms/cm$^2$ of label are in mobile molecules at that moment. In the early solution the ratio of fixed to mobile label is $kt=4.5\times10^4$, so the total label profile is practically that of the network.

For the mean depth, set $u=(L-x)/\lambda$. The two integrals needed are

$$\int_0^L\sinh\frac{L-x}\lambda\,dx=\lambda\int_0^a\sinh u\,du=\lambda(\cosh a-1),$$

$$\int_0^Lx\sinh\frac{L-x}\lambda\,dx=\lambda^2\int_0^a(a-u)\sinh u\,du=\lambda^2(\sinh a-a).$$

In the second, integration by parts gives the boundary term $-a$ and the integral of $\cosh u$. The quotient is

$$\bar x=\lambda\,\frac{\sinh a-a}{\cosh a-1}=18.9\ \text{nm}.$$

Stopping the first integral at depth $d$ gives the fraction of fixed label above that depth:

$$F(d)=\frac{\cosh a-\cosh(a-d/\lambda)}{\cosh a-1},\qquad F(\lambda)=0.64 .$$

For comparison, the molecules have the linear profile $1-x/L$. Their mean depth is $L/3=33.3$ nm, and the fraction within $\lambda$ is $1-(1-\lambda/L)^2=1-0.8^2=0.36$. Label is thus held closer to the surface than the oxygen that delivers it.

The contrast depends on thickness. For $a\gg1$, $\bar x\to\lambda$, and the fixed label forms an exponential layer of that depth. For $a\ll1$, the leading terms are $\sinh a-a\simeq a^3/6$ and $\cosh a-1\simeq a^2/2$, so that $\bar x\to\lambda a/3=L/3$. The label then follows the molecules. A 10 nm film with the same constants has $a=0.5$. Of the atoms that emerge from it 96% are labelled, and the mean depth of the fixed label is 3.31 nm, against $L/3=3.33$ nm. Exchange still takes place, but a crossing is too short for much label to be lost.

## The error made by dropping the return term

The size of the error can be bounded. Unlabelled atoms obey balances of the same form as labelled ones, and neither density can become negative. Hence $0\le m\le M$ and $0\le g\le1$. From the network equation,

$$g_t=\frac kN(m-Mg)\le\frac{kM}{N}=k\varepsilon\left(1-\frac xL\right),$$

so $g\le\tau(1-x/L)\le\tau$.

Let $m_e$ and $g_e$ be the early solution including its transient, and $\delta=m-m_e$. Subtraction of the two equations leaves

$$\delta_t=D\,\delta_{xx}-k\delta+kMg,$$

with $\delta=0$ at both faces and at $t=0$. The source is not negative, so $\delta\ge0$. Now compare $\delta$ with $U=\tau M$. Because $M$ is linear in $x$,

$$U_t-D\,U_{xx}+kU=k\varepsilon M+k\tau M\ge kMg .$$

The difference $W=U-\delta$ therefore obeys $W_t\ge D\,W_{xx}-kW$ and starts from zero, with $W\ge0$ at the faces. At a negative minimum in space both terms on the right would be non-negative and the second positive, so $W$ would be rising there; it cannot have become negative. Thus

$$0\le m-m_e\le\tau M .$$

The network error obeys $N(g-g_e)_t=k(\delta-Mg)$. Both $\delta$ and $Mg$ lie between 0 and $\tau M$, so the right side is at most $k\tau M$ in magnitude. Integration over time gives

$$|g-g_e|\le\left(1-\frac xL\right)\frac{\tau^2}{2}.$$

At $\tau=0.10$ this is at most 0.005 as an absolute error in $g$. At the surface, where $m=M=m_0$, the model gives $g_t=k\varepsilon(1-g)$ and hence $g=1-e^{-\tau}=0.095$, against 0.100 from the early formula. At 20 nm the full and early values are 0.0361 and 0.0368; at 60 nm they are 0.0050 and 0.0049. Returned label has been taken from the shallow part and some of it fixed deeper.

For the outgoing label the bound is too wide to be useful, so the first correction is worth calculating. Label released at depth $x$ reaches the far side before being fixed again with probability $p(x)$. This obeys $Dp''=kp$, $p(0)=0$, $p(L)=1$, so $p=\sinh(x/\lambda)/\sinh a$. To first order in $\tau$ the release rate is $kMg_e=k\tau(1-x/L)m_s$. Division of the extra outflow by $2J=Dm_0/L$ gives

$$\Delta T=\frac{a\tau}{\lambda\sinh^2a}\int_0^L\left(1-\frac xL\right)\sinh\frac{L-x}\lambda\,\sinh\frac x\lambda\,dx .$$

The product of the two hyperbolic sines is symmetric about $x=L/2$, so the bracket may be replaced by its mean, $1/2$. The product equals $\tfrac12\{\cosh a-\cosh[(L-2x)/\lambda]\}$, whose integral is $\tfrac\lambda2(a\cosh a-\sinh a)$. Therefore

$$\Delta T=\frac{a\tau(a\cosh a-\sinh a)}{4\sinh^2a}=T\,\frac{\tau}{4}\,(a\coth a-1).$$

For our film the relative correction is $0.10\times4.0/4=0.10$, which raises $T$ from 0.0674 to 0.0741. The full equations also give 0.0741. In a thick film the condition for the early value of $T$ is thus $a\tau\ll4$, which is stricter than $\tau\ll1$ when $a$ is well above 4. The isotopologue fractions above are likewise early values. For exchange of one atom per event, returned label has raised $T_1$ and $T_2$ by about a tenth each after 180 s, to 0.122 and 0.013, which leaves $T_0=0.865$.

## The late stage

Surface concentration of the label is transient. In a stationary state $g_t=0$ requires $m=Mg$. The exchange term then vanishes from the equation for $m$, leaving $m_{xx}=0$. With the boundary values this means $m=M$, and therefore $g=1$ at every depth $x<L$: the network is fully labelled.

The full solution moves towards this state. The mean depth of fixed label is 19.3 nm after 180 s, 22.5 nm after $1.8\times10^3$ s and 38.9 nm after $1.8\times10^4$ s. After $1.8\times10^6$ s it is 49.9 nm, close to the value $L/2=50$ nm of a uniform profile. Throughout, the molecular flux remains $J$.

The answers to questions 2 and 3 thus require times long compared with the milliseconds of the transient and short enough that $\tau$ and $a\tau/4$ are small. Near-surface concentration also requires $L$ well above $\lambda$. In dry amorphous silica below about 900 °C, interstitial O$_2$ is reported to diffuse a micrometre or more before it exchanges. With $\lambda=1$ µm, which means $k=0.1$ s$^{-1}$ at the same $D$, a 100 nm film has $a=0.1$, $T=0.998$ and a mean depth of fixed label close to $L/3$. The numbers for $a=5$ therefore illustrate the model and would apply to such silica only for a film several micrometres thick. A surface layer of label in a thin real oxide should not be assigned to this mechanism without considering the processes left out here. An oxidising substrate in place of the sweep would change the boundary condition at $x=L$ and, as the oxide grew, its position; the formulas for this fixed membrane would then have to be derived anew. The values used here are collected in the numerical output below.

## Values computed for the example and the checks

```
film thickness L = 100 nm
O2 diffusivity D = 1.0e-09 cm^2/s
exchange rate k = 250 1/s
dissolved O2 at gas side C0 = 5.0e+16 cm^-3
network oxygen density N = 4.5e+22 cm^-3
exposure time = 180 s
exchange length lambda = 20.00 nm
a = L/lambda = 5.000 (no unit)
eps = 2 C0/N = 2.222e-06 (no unit)
tau = k eps t = 0.1000 (no unit)
slowest relaxation time of m = 2.87 ms
total O2 flux J = 5.000e+12 molecules/(cm^2 s)
O2 permeated in exposure = 9.000e+14 molecules/cm^2
label fluxes divided by total atom flux 2J (no unit):
  entering, early formula = 5.0005
  entering, full at 180 s = 4.7833
  leaving, early formula T = 0.06738
  leaving, full at 180 s = 0.07411
  immobilised, early formula = 4.9331
emerging molecules, early formula | lattice walk (no unit):
  18O2: 0.01201 | 0.01201
  16O18O: 0.11074 | 0.11075
  16O2: 0.87725 | 0.87724
total flux, exchange/no exchange = 1.000000
total flux, trapping/no trapping = 0.06739
fixed label, early formula = 8.880e+15 atoms/cm^2
fixed label, full = 8.676e+15 atoms/cm^2
mobile label, full = 2.039e+11 atoms/cm^2
mean depth of fixed label, early = 18.91 nm
mean depth of fixed label, full = 19.28 nm
mean depth of all O2 = 33.33 nm
fixed label within lambda, early = 0.6406 (no unit)
fixed label within lambda, full = 0.6320 (no unit)
all O2 within lambda = 0.3600 (no unit)
labelled network fraction g, early | full (no unit):
  x = 0 nm: 0.10000 | 0.09516
  x = 20 nm: 0.03678 | 0.03605
  x = 40 nm: 0.01350 | 0.01356
  x = 60 nm: 0.00489 | 0.00501
  x = 80 nm: 0.00158 | 0.00165
thin film L = 10 nm: T = 0.9595 (no unit)
thin film mean depth, early = 3.306 nm
longer exposure, thick film, full solution:
  t = 1.8e+03 s: mean depth = 22.47 nm, g(L/2) = 0.0907
  t = 1.8e+04 s: mean depth = 38.87 nm, g(L/2) = 0.7239
  t = 1.8e+06 s: mean depth = 49.93 nm, g(L/2) = 1.0000
```
